# Telling Silicon-like from Germanium-like Valleys by Counting Cyclotron Masses: verification in Python

```python
"""Counting cyclotron masses to tell <100> valleys from <111> valleys.

Result under test: a valley with mass tensor M in a field along unit vector n
has cyclotron mass m_c = sqrt(det M / (n.M n)). For spheroids with unequal
longitudinal mass ml and transverse mass mt, fields along [001] then [111] give
2 then 1 distinct masses for <100> valleys, and 1 then 2 for <111> valleys.
Masses are in units of the free-electron mass; tau is the scattering time and
omega the angular frequency of the microwaves.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import null_space

rng = np.random.default_rng(4)


def unit(vector):
    vector = np.asarray(vector, float)
    return vector / np.linalg.norm(vector)


def cross_matrix(n):
    return np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])


AXES = {
    "Si-like": [unit(a) for a in ([1, 0, 0], [0, 1, 0], [0, 0, 1])],
    "Ge-like": [unit(a) for a in ([1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1])],
}
F001, F111, F110 = unit([0, 0, 1]), unit([1, 1, 1]), unit([1, 1, 0])


def spheroids(family, ml, mt):
    return [mt * np.eye(3) + (ml - mt) * np.outer(a, a) for a in AXES[family]]


def mass_from_motion(M, n):
    """Cyclotron mass from the eigenfrequencies of M dv/dt = eB n x v."""
    rates = np.linalg.eigvals(np.linalg.solve(M, cross_matrix(n)))
    return 1 / np.max(np.abs(rates.imag))


def mass_from_area(M, n, k_parallel, energy=2.0, step=0.1):
    """Cyclotron mass from (1/2 pi) dA/dE with hbar = m_e = 1."""
    W = np.linalg.inv(M)
    plane = null_space(n[None, :])
    phi = np.linspace(0, 2 * np.pi, 4000, endpoint=False)
    d = np.outer(np.cos(phi), plane[:, 0]) + np.outer(np.sin(phi), plane[:, 1])
    a = 0.5 * np.einsum("pi,ij,pj->p", d, W, d)
    b = k_parallel * d @ W @ n

    def area(E):
        c = 0.5 * k_parallel**2 * n @ W @ n - E
        radius = (-b + np.sqrt(b * b - 4 * a * c)) / (2 * a)
        return 0.5 * np.mean(radius**2) * 2 * np.pi

    return (area(energy + step) - area(energy - step)) / (2 * step) / (2 * np.pi)


def distinct(values, tolerance=1e-6):
    found = []
    for value in sorted(values):
        if not found or value / found[-1] - 1 > tolerance:
            found.append(value)
    return found


def masses(tensors, n):
    return distinct([mass_from_motion(M, n) for M in tensors])


# Determinant expansion for a general symmetric mass tensor
s, b, xx, yy, zz, xy, xz, yz, n1, n2, n3 = sp.symbols("s b xx yy zz xy xz yz n1 n2 n3")
S = sp.Matrix([[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])
nv = sp.Matrix([n1, n2, n3])
N = sp.Matrix([[0, -n3, n2], [n3, 0, -n1], [-n2, n1, 0]])
difference = (s * S - b * N).det() - s**3 * S.det() - s * b**2 * (nv.T * S * nv)[0]
assert sp.expand(difference) == 0

# Mass formulas against the motion and against the orbit area
for family, ml, mt in (("Si-like", 0.9, 0.2), ("Ge-like", 1.6, 0.08)):
    for n in (F001, F111, unit(rng.normal(size=3))):
        for M, axis in zip(spheroids(family, ml, mt), AXES[family]):
            general = np.sqrt(np.linalg.det(M) / (n @ M @ n))
            c2 = (axis @ n) ** 2
            angular = (c2 / mt**2 + (1 - c2) / (mt * ml)) ** -0.5
            motion = mass_from_motion(M, n)
            assert abs(general / motion - 1) < 1e-9
            assert abs(angular / motion - 1) < 1e-9
            for k_parallel in (0.0, 0.3):
                assert abs(mass_from_area(M, n, k_parallel) / motion - 1) < 1e-6

# Counts and the valley-average sum rule for many mass pairs, prolate and oblate
for _ in range(100):
    mt = rng.uniform(0.05, 1.5)
    ratio = rng.choice([rng.uniform(0.1, 0.95), rng.uniform(1.05, 20)])
    ml = ratio * mt
    for family, expected in (("Si-like", (2, 1)), ("Ge-like", (1, 2))):
        tensors = spheroids(family, ml, mt)
        assert (len(masses(tensors, F001)), len(masses(tensors, F111))) == expected
        n = unit(rng.normal(size=3))
        average = np.mean([mass_from_motion(M, n) ** -2 for M in tensors])
        assert abs(average / ((1 / mt**2 + 2 / (mt * ml)) / 3) - 1) < 1e-9
for family in AXES:
    sphere = spheroids(family, 0.3, 0.3)
    assert len(masses(sphere, F001)) == len(masses(sphere, F111)) == 1

# Valleys on <110> with three unequal principal masses
sigma_valleys = []
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    e = np.eye(3)
    plus, minus = unit(e[i] + e[j]), unit(e[i] - e[j])
    for first, second in ((plus, minus), (minus, plus)):
        sigma_valleys.append(0.9 * np.outer(first, first)
                             + 0.2 * np.outer(second, second)
                             + 0.35 * np.outer(e[k], e[k]))
sigma_counts = (len(masses(sigma_valleys, F001)), len(masses(sigma_valleys, F111)))
assert sigma_counts == (2, 2)

# Worked example: inputs
frequency, temperature, tau = 24e9, 4.0, 100e-12
tau_room = 0.2e-12
density = 1e16                      # electrons per cubic metre
alpha, deformation = 0.5, 10.0      # rough: 1/eV and eV
omega = 2 * np.pi * frequency
omega_tau = omega * tau
kT = const.k * temperature
tesla_per_mass = omega * const.m_e / const.e
fields = np.linspace(0.005, 0.6, 1500)


def absorption(tensors, n, scattering_time, weights=None):
    """Transverse absorption, averaged over polarization, arbitrary scale."""
    weights = np.ones(len(tensors)) if weights is None else weights
    x = const.e * fields * scattering_time / const.m_e
    transverse = np.eye(3) - np.outer(n, n)
    total = np.zeros(len(fields))
    for M, weight in zip(tensors, weights):
        matrix = ((1 - 1j * omega * scattering_time) * M[None, :, :]
                  - x[:, None, None] * cross_matrix(n)[None, :, :])
        sigma = np.linalg.inv(matrix)
        total += weight * np.einsum("ij,pji->p", transverse, sigma).real / 2
    return total


def peak_fields(signal):
    i = np.where((signal[1:-1] > signal[:-2]) & (signal[1:-1] > signal[2:]))[0] + 1
    left, mid, right = signal[i - 1], signal[i], signal[i + 1]
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    return fields[i] + shift * (fields[1] - fields[0])


print(f"Frequency {frequency/1e9:.0f} GHz; temperature {temperature:.0f} K; "
      f"tau {tau*1e12:.0f} ps; omega*tau {omega_tau:.2f}")
print(f"Electron density {density/1e6:.0e} cm^-3")
print(f"Resonance field per unit mass {tesla_per_mass:.4f} T")
print(f"<110> valleys (0.9, 0.2, 0.35 m_e): counts [001],[111] = {sigma_counts}")

cases = (("Si-like", 0.9, 0.2, 12.0, F001, F111, unit([-1, -1, 2])),
         ("Ge-like", 1.6, 0.08, 16.0, F111, F001, F110))
for family, ml, mt, permittivity, two_field, one_field, tilt_direction in cases:
    tensors = spheroids(family, ml, mt)
    print(f"{family}: ml {ml} m_e, mt {mt} m_e, rough permittivity {permittivity:.0f}")
    observed = {}
    for label, n in (("[001]", F001), ("[111]", F111)):
        expected = masses(tensors, n)
        peaks = peak_fields(absorption(tensors, n, tau))
        assert len(peaks) == len(expected)
        assert np.allclose(peaks, np.array(expected) * tesla_per_mass, rtol=0.01)
        observed[label] = peaks / tesla_per_mass
        print(f"  B {label}: {len(peaks)} peak(s); masses "
              + ", ".join(f"{m:.4f}" for m in expected) + " m_e; peaks at "
              + ", ".join(f"{p:.4f}" for p in peaks) + " T")
    count110 = len(masses(tensors, F110))
    generic = len(masses(tensors, unit([0.23, 0.51, 0.83])))
    assert count110 == 2 and generic == len(tensors)
    print(f"  Distinct masses: B [110] {count110}; general direction {generic}")

    # Recover the masses from the simulated peaks alone
    pair = observed["[001]" if family == "Si-like" else "[111]"]
    single = observed["[111]" if family == "Si-like" else "[001]"][0]
    light, heavy = pair
    light_weight = (single**-2 - heavy**-2) / (light**-2 - heavy**-2)
    on_axis_weight = 1 / len(tensors)
    assert abs(light_weight - on_axis_weight) < 0.01
    mt_found = light
    c2_other = 0.0 if family == "Si-like" else 1 / 9
    ml_found = (1 - c2_other) / (mt_found * (heavy**-2 - c2_other / mt_found**2))
    assert abs(mt_found / mt - 1) < 0.01 and abs(ml_found / ml - 1) < 0.02
    print(f"  From peaks: light-line weight {light_weight:.3f}, "
          f"mt {mt_found:.4f} m_e, ml {ml_found:.3f} m_e")

    # Resolution needed, and loss of resonance at room temperature
    scan = np.arange(0.5, 10.05, 0.1)
    failures = [w for w in scan
                if len(peak_fields(absorption(tensors, two_field, w / omega))) != 2]
    threshold = max(failures) + 0.1
    assert threshold < omega_tau
    room_peaks = len(peak_fields(absorption(tensors, two_field, tau_room)))
    assert room_peaks == 0
    print(f"  Two lines resolved from omega*tau = {threshold:.1f}; "
          f"peaks at room-temperature tau: {room_peaks}")

    # Misalignment of the field that should give a single line
    def tilted(degrees):
        angle = np.radians(degrees)
        return np.cos(angle) * one_field + np.sin(angle) * tilt_direction

    split = masses(tensors, tilted(1.0))
    spread = (split[-1] - split[0]) / np.mean(split)
    assert len(split) > 1 and spread < 2 / omega_tau
    visible = next(t for t in np.arange(0.5, 45, 0.5)
                   if len(peak_fields(absorption(tensors, tilted(t), tau))) > 1)
    assert visible > 1.0
    print(f"  1 degree tilt: mass spread {100*spread:.2f} %; "
          f"extra peak visible from {visible:.1f} degrees")

    # Strain raising the on-axis valley by ten thermal energies
    weights = [np.exp(-10.0) if abs(a @ two_field) > 0.99 else 1.0
               for a in AXES[family]]
    strained = len(peak_fields(absorption(tensors, two_field, tau, weights)))
    assert strained == 1
    print(f"  Peaks left when the on-axis valley is raised by 10 kT: {strained}")

    # Plasma shift scale, degeneracy and mobility scale
    plasma = density * const.e**2 / (permittivity * const.epsilon_0 * mt * const.m_e)
    valleys = 6 if family == "Si-like" else 4
    dos_mass = (ml * mt**2) ** (1 / 3) * const.m_e
    band_density = 2 * valleys * (dos_mass * kT / (2 * np.pi * const.hbar**2)) ** 1.5
    assert plasma / omega**2 < 0.01 and density / band_density < 1e-3
    mobility = const.e * tau / (mt * const.m_e) * 1e4
    print(f"  (plasma/microwave frequency)^2 {plasma/omega**2:.1e}; "
          f"density/band density {density/band_density:.1e}")
    print(f"  Transverse mobility e*tau/mt {mobility:.2e} cm2/Vs")

quantum = const.hbar * omega
nonparabolic = 2 * alpha * (1.5 * kT + quantum) / const.e
assert nonparabolic < 0.01
print(f"Full relative linewidth 2/(omega*tau): {200/omega_tau:.1f} %")
print(f"Room-temperature tau (rough) {tau_room*1e12:.1f} ps: "
      f"omega*tau {omega*tau_room:.3f}")
print(f"Thermal energy {kT/const.e*1e3:.3f} meV; "
      f"microwave quantum {quantum/const.e*1e3:.4f} meV")
print(f"Non-parabolic mass shift, rough alpha {alpha} per eV: {100*nonparabolic:.3f} %")
print(f"Strain for valley shift kT, rough potential {deformation:.0f} eV: "
      f"{kT/const.e/deformation:.1e}; for 10 kT: {10*kT/const.e/deformation:.1e}")
print("all tests passed")
```

Running it gives:

```
Frequency 24 GHz; temperature 4 K; tau 100 ps; omega*tau 15.08
Electron density 1e+10 cm^-3
Resonance field per unit mass 0.8574 T
<110> valleys (0.9, 0.2, 0.35 m_e): counts [001],[111] = (2, 2)
Si-like: ml 0.9 m_e, mt 0.2 m_e, rough permittivity 12
  B [001]: 2 peak(s); masses 0.2000, 0.4243 m_e; peaks at 0.1715, 0.3637 T
  B [111]: 1 peak(s); masses 0.2882 m_e; peaks at 0.2471 T
  Distinct masses: B [110] 2; general direction 3
  From peaks: light-line weight 0.333, mt 0.2000 m_e, ml 0.900 m_e
  Two lines resolved from omega*tau = 2.0; peaks at room-temperature tau: 0
  1 degree tilt: mass spread 1.99 %; extra peak visible from 6.0 degrees
  Peaks left when the on-axis valley is raised by 10 kT: 1
  (plasma/microwave frequency)^2 5.8e-04; density/band density 2.3e-07
  Transverse mobility e*tau/mt 8.79e+05 cm2/Vs
Ge-like: ml 1.6 m_e, mt 0.08 m_e, rough permittivity 16
  B [001]: 1 peak(s); masses 0.1321 m_e; peaks at 0.1133 T
  B [111]: 2 peak(s); masses 0.0800, 0.2028 m_e; peaks at 0.0686, 0.1739 T
  Distinct masses: B [110] 2; general direction 4
  From peaks: light-line weight 0.250, mt 0.0800 m_e, ml 1.599 m_e
  Two lines resolved from omega*tau = 1.5; peaks at room-temperature tau: 0
  1 degree tilt: mass spread 4.26 %; extra peak visible from 6.0 degrees
  Peaks left when the on-axis valley is raised by 10 kT: 1
  (plasma/microwave frequency)^2 1.1e-03; density/band density 6.4e-07
  Transverse mobility e*tau/mt 2.20e+06 cm2/Vs
Full relative linewidth 2/(omega*tau): 13.3 %
Room-temperature tau (rough) 0.2 ps: omega*tau 0.030
Thermal energy 0.345 meV; microwave quantum 0.0993 meV
Non-parabolic mass shift, rough alpha 0.5 per eV: 0.062 %
Strain for valley shift kT, rough potential 10 eV: 3.4e-05; for 10 kT: 3.4e-04
all tests passed
```
